# Does each acid molecule remove only one protecting group?

The argument under comment concerns a resist film whose polymer carries acid-labile ester groups. Exposure creates a strong acid, and a bake lets the acid cleave the esters. The argument runs as follows.

> The film holds 0.003 protected groups and 0.0001 acid molecules per cubic angstrom. Cleavage turns an ester into a carboxylic acid, which carries a hydrogen that the ester group lacked. The strong acid supplied it. Each acid molecule is therefore used up in removing one group, and at most one group in thirty can be removed.

The third sentence is correct in that a live acid supplies the hydrogen at each cleavage, and the division is correct too. The fault lies in "therefore". One possible repair, that a catalyst is never consumed and so must remove all the groups, also needs correction. Both claims can be judged by following the protons.

## Where the proton goes

Take tert-butyl acetate as a small stand-in for the ester group on the polymer. Its acid cleavage has three steps:

$$\mathrm{H^+ + CH_3COOC(CH_3)_3 \rightleftharpoons [CH_3COOC(CH_3)_3]H^+},$$

$$\mathrm{[CH_3COOC(CH_3)_3]H^+ \rightarrow CH_3COOH + (CH_3)_3C^+},$$

$$\mathrm{(CH_3)_3C^+ \rightarrow (CH_3)_2C{=}CH_2 + H^+}.$$

In the first step the ester takes up a proton on oxygen. In the second the bond between oxygen and the tert-butyl carbon breaks, and the proton stays behind in the acetic acid. This is the hydrogen that the argument noticed. In the third step the cation gives up a proton from one of its methyl groups. Adding the steps cancels both intermediates and leaves

$$\mathrm{CH_3COOC(CH_3)_3 \rightarrow CH_3COOH + (CH_3)_2C{=}CH_2}.$$

The proton appears once on each side and drops out. The returned proton is a different nucleus from the one that entered, but it can do the same work. The argument followed the identity of a proton when it should have counted protons.

The return depends on what happens to the cation. If water captures it, the products are tert-butanol and a proton, so the catalyst again survives. If a chloride ion captures it, the product is tert-butyl chloride and no proton comes back. The carboxylic acid formed is weak and is not counted here as live catalyst.

Let $p$ be the probability that a cleavage returns its proton. The argument under comment assumes $p=0$. The repair assumes $p=1$ and also ignores every other way of losing acid.

## From the mechanism to a rate law

Let $h$ be the density of live acid, $m$ that of protected groups, and $c$ that of protonated ester. The film is taken as well mixed, so that average densities determine the rates. Protonation has rate constant $k_f$, its reversal $k_r$, and bond breaking $k_c$. Then

$$\frac{dc}{dt}=k_f h_{\rm free}m-(k_r+k_c)c .$$

When protonated ester reacts much faster than the densities change, the two terms on the right nearly balance:

$$c\simeq\frac{k_f h_{\rm free}m}{k_r+k_c}.$$

Bond breaking is treated as irreversible, which assumes that the isobutene leaves the film; if it stayed, the same acid would catalyse its re-addition and cleavage would stop at an equilibrium. The cleavage rate is $k_c c$. If few protons sit in intermediates, $h_{\rm free}\simeq h$, and

$$\frac{dm}{dt}=-k\,h\,m,\qquad k=\frac{k_fk_c}{k_r+k_c}.$$

If protonated ester holds a large share of the acid, this form fails. With the cation still short-lived, $h=h_{\rm free}+c=h_{\rm free}(1+Km)$, where $K=k_f/(k_r+k_c)$. The rate becomes $khm/(1+Km)$ and levels off at high group density. The simple law needs $Km\ll1$.

Let $a=km_0$ be the cleavage rate per live acid at the initial group density $m_0$. Transition-state theory supplies its scale. In atomic units $\hbar=1$, so Planck's constant is $2\pi$, and the temperature $T$ is written as an energy. For motion of mass $M$ across the barrier top, the thermal one-way flux is

$$\int_0^\infty\frac{dP}{2\pi}\,\frac{P}{M}\,e^{-P^2/2MT}
=\frac{1}{2\pi}\int_0^\infty e^{-E/T}\,dE=\frac{T}{2\pi},$$

because $E=P^2/2M$ gives $dE=(P/M)\,dP$. The mass has cancelled. The relative weight of barrier and reactant states supplies the factor $e^{-\Delta G/T}$, so that

$$a=\frac{T}{2\pi}\,e^{-\Delta G/T}.$$

Here $\Delta G$ is the free-energy barrier for one acid among groups at density $m_0$. The theory assumes thermal equilibrium up to the barrier and no return after crossing.

As a model resist, take $T=0.033$ eV and $\Delta G=1.00$ eV. The prefactor is $7.98\times10^{12}$ per second, the exponent is $-30.3$, and $a=0.551$ per second. A live acid cleaves a group about every two seconds. Dividing by $m_0=0.003$ per cubic angstrom gives $k=184$ cubic angstroms per second.

## How many cleavages one acid performs

Hold the group density at $m_0$ for the moment. Besides cleaving at rate $a$, let a live acid be trapped or escape at rate $b$. The probability that cleavage comes first is

$$r=\int_0^\infty a e^{-at}e^{-bt}\,dt=\frac{a}{a+b}.$$

The factor $e^{-bt}$ is the chance that trapping has not yet happened. Let $N$ be the total number of cleavages by one acid. The first requires the factor $r$. Each later one requires that the previous cleavage returned the proton, with probability $p$, and that cleavage again precedes trapping, with probability $r$. Hence

$$P(N\ge n)=r(rp)^{n-1},\qquad n\ge1.$$

The mean of a counting number is the sum of these probabilities, since an acid with $N$ cleavages contributes one to each of the first $N$ terms:

$$\langle N\rangle=\sum_{n=1}^{\infty}r(rp)^{n-1}=\frac{r}{1-rp}
=\frac{a}{a+b-pa}=\frac{a}{b+(1-p)a}.$$

The denominator is the total rate at which live acid disappears: trapping at $b$, plus cleavages that fail to return the proton at $(1-p)a$.

For $p=0$ this becomes $a/(a+b)$, which cannot exceed one. The argument's arithmetic does follow from its premise. For general $p$, the mean exceeds one when

$$a>b+(1-p)a,\qquad\text{that is,}\qquad pa>b.$$

Regeneration alone is thus insufficient: the acid must also cleave faster than it is trapped. For many cleavages both $b/a$ and $1-p$ must be small. If trapping vanishes, the mean is $1/(1-p)$, so even a rare failure to return the proton sets a limit.

A bake of finite length adds another restriction. The probability $S$ that an acid is still live obeys

$$\frac{dS}{dt}=-\lambda S,\qquad \lambda=b+(1-p)a,$$

so $S=e^{-\lambda t}$. Cleavages accumulate at the mean rate $aS$, and by time $t$

$$\langle N\rangle_t=\int_0^t a e^{-\lambda t'}dt'=\frac{a}{\lambda}\left(1-e^{-\lambda t}\right).$$

For $\lambda t\ll1$ this is approximately $at$. Since $\lambda$ takes its largest value, $a+b$, at $p=0$, the result holds for every $p$ only while $(a+b)t\ll1$, before most acids have cleaved once or been trapped. The mean number of cleavages in that window therefore cannot, by itself, tell a returned proton from a consumed one.

Now set $b=0.005$ per second and $p=0.995$. For the 1.00 eV barrier,

$$\langle N\rangle=\frac{0.5515}{0.005+0.005\times0.5515}\simeq71.$$

A bake of 60 s ends before most of these lives are complete, and the mean within it is 26. The spread is broad: the chance that an acid eventually makes at least ten cleavages is 0.87, not one.

Raise the barrier to 1.10 eV with the losses unchanged. The rate falls by $e^{0.10/0.033}\simeq21$, to 0.0266 per second, and the eventual mean becomes 5.2. At 1.20 eV the rate is 0.00129 per second and the mean is 0.26. The proton is still returned after 99.5% of cleavages, but most acids are trapped before their first. A catalyst can thus average fewer than one reaction. Following individual acids with random reaction times reproduced these means, and the chances of at least one, two and ten cleavages, within sampling error.

## Many acids sharing the groups

The constant-density result fails once an appreciable share of the groups has been removed. A resist may also contain a base quencher, of density $q$, which neutralizes acid with rate constant $k_q$. With no new acid formed during the bake, the equations are

$$\frac{dm}{dt}=-khm,\qquad \frac{dq}{dt}=-k_qhq,$$

$$\frac{dh}{dt}=-bh-(1-p)khm-k_qhq.$$

Neutralization is one-for-one: each event removes one acid and one base. The stoichiometric picture applies to this reaction, though not to ester cleavage.

All the terms contain $h$, which suggests using the acid exposure

$$\Theta(t)=\int_0^t h(t')\,dt',\qquad d\Theta=h\,dt,$$

in place of time. The first two equations become $dm/d\Theta=-km$ and $dq/d\Theta=-k_qq$, with solutions

$$m=m_0e^{-k\Theta},\qquad q=q_0e^{-k_q\Theta}.$$

The third becomes

$$\frac{dh}{d\Theta}=-b-(1-p)km-k_qq.$$

Integrate from zero to $\Theta$. The first term gives $-b\Theta$. Since $km=-dm/d\Theta$, the second gives $-(1-p)(m_0-m)$. In the same way the third gives $-(q_0-q)$. The result is a proton budget:

$$h=h_0-b\Theta-(1-p)m_0\left(1-e^{-k\Theta}\right)-q_0\left(1-e^{-k_q\Theta}\right).$$

The initial acid is either live, trapped, lost through cleavage, or neutralized. Time is recovered from $t=\int_0^\Theta d\Theta'/h(\Theta')$. The number of cleavages per initial acid is

$$\nu=\frac{m_0-m}{h_0}=\frac{m_0}{h_0}\left(1-e^{-k\Theta}\right).$$

It cannot exceed $m_0/h_0$, however durable the acid, because there are no more groups to remove.

For $b>0$, the right side of the budget decreases steadily with $\Theta$ and reaches zero no later than $\Theta=h_0/b$. That single zero fixes the final exposure and the final yield.

Two limits settle the rival claims. With $p=0$, the budget can be rearranged as

$$m_0-m=h_0-h-b\Theta-(q_0-q)\le h_0 .$$

This is the argument's ceiling, one cleavage per acid. It is reached at long times if trapping and quencher are absent and $h_0<m_0$.

With $p=1$ and $b=0$, the budget reads $h-q=h_0-q_0$. If $q_0<h_0$, the density $h_0-q_0$ survives and, given enough time and irreversible cleavage, removes every group. This is the case that the repair has in mind.

If $q_0>h_0$, the repair fails even for this perfect catalyst. The acid disappears when $e^{-k_q\Theta}=1-h_0/q_0$, and since $e^{-k\Theta}=(e^{-k_q\Theta})^{k/k_q}$,

$$\frac{m_\infty}{m_0}=\left(1-\frac{h_0}{q_0}\right)^{k/k_q}.$$

For $k_q=3000$ cubic angstroms per second and twice as much quencher as acid, the exponent is $184/3000=0.061$. The remaining fraction is $0.5^{0.061}\simeq0.96$. About 4% of the groups are removed. With 30 groups per acid, that is 1.2 cleavages per acid, although no cleavage consumes a proton.

## The film in the argument

Return to the stated densities, with 30 groups per acid. Add a quencher density of 0.00002 per cubic angstrom, one fifth of the acid, and keep the 1.00 eV barrier and the other losses. After 60 s the exposure is $\Theta=0.00395$ seconds per cubic angstrom, so

$$k\Theta=183.8\times0.003954=0.727,\qquad 1-e^{-0.727}=0.517 .$$

The deprotected fraction is 52%, and the yield is $30\times0.517=15.5$ cleavages per initial acid. The one-for-one ceiling would be 3.3%.

The proton budget, relative to the initial acid, is:

- trapped: $b\Theta/h_0=0.005\times0.003954/0.0001=19.8\%$;
- lost through cleavage: $0.005\times30\times0.5165=7.7\%$;
- neutralized: $20.0\%$, since $k_q\Theta=11.9$ and the quencher is almost entirely spent;
- still live: the remaining $52.5\%$.

About half the acid is still working when the bake stops. If the bake continued until all the acid was lost, the yield would rise to 27.4, or 91% of the groups.

The reduction from the simplest estimate can also be traced. An acid that never died and always met fresh groups would make $at=0.5515\times60=33$ cleavages. Depletion of the groups alone lowers this to

$$30\left(1-e^{-kh_0t}\right)=30(1-0.332)=20.0 .$$

The acid losses account for the further drop to 15.5. In this example depletion costs more cleavages than the losses do when the effects are introduced in that order; taken in the reverse order, the losses cost more, so the split is not unique.

If every cleavage consumed its proton, with trapping and quencher unchanged, the eventual yield would be 0.91. The difference between 0.91 and 27.4 comes from changing $p$ alone, from 0 to 0.995.

The equations treat densities as smooth quantities. A simulation of whole molecules reacting at random in a well-mixed volume gave $15.51\pm0.03$ cleavages per acid after the bake, where the uncertainty is the standard error. This agrees with the 15.5 above; the values are collected in the numerical output. It does not test the assumption of mixing, which both calculations share.

That assumption has a spatial cost. To find 15.5 groups at the initial density, an acid must have access to at least $15.5/0.003\simeq5200$ cubic angstroms, a cube about 17 angstroms on a side. This is only a lower bound: a region of that size would have to be emptied completely, so good mixing needs a much larger reach. An acid confined to a smaller region has, on average, fewer groups within reach, and it may exhaust them while still live. The rate law $khm$, with $m$ the film average, would then overstate its work.

## What a measured fraction can decide

Suppose the initial densities are known, no acid is added during the bake, and cleavage without the strong acid, whether thermal or catalysed by the carboxylic acid product, is negligible. A deprotected fraction above $h_0/m_0$ then rules out one-for-one consumption, because $p=0$ cannot pass that ceiling. For the film in question, any fraction clearly above 3.3% is enough.

The converse inference is unsafe. A fraction below the ceiling may mean that protons are consumed, but it may equally mean that they are trapped early, that the barrier is high, or that the bake is short. At constant group density and without quencher, the 1.20 eV case gives 0.26 cleavages per acid with nearly perfect return. The 1.00 eV case with $p=0$ gives 0.99. The acid that regenerates its proton has the lower yield.

To separate these causes, a group measurement at one time is not enough. Following the acid as well as the groups helps, but while the group density is nearly constant, the trapping rate $b$ must be known separately, because trapping and proton consumption then enter the acid's decay only through their sum $\lambda$. Once the groups are clearly depleted, the rate at which each live acid is lost through cleavage has fallen, while its trapping rate has not, so sufficiently accurate time courses of both densities can separate the two. This needs depletion well beyond a few percent, so for the film considered here it is practically unavailable whenever the fraction lies below the 3.3% ceiling, and $b$ must then be measured independently. With $b$ and the quencher loss known, solving the budget for the unreturned share gives

$$1-p=\frac{h_0-h-b\Theta-(q_0-q)}{m_0-m}.$$

The numerator is the acid loss left after trapping and neutralization have been subtracted, and the denominator is the number of cleavages per volume. The argument under comment sets this ratio to one without measuring it; the repair sets it to zero. The hydrogen found in the carboxylic acid fixes neither value, since it is there whether or not the tert-butyl cation later gives a proton back.

## Calculated quantities

```
INPUTS
thermal energy = 0.033 eV (383 K)
cleavage barrier = 1.00 eV
protected groups m0 = 0.0030 per angstrom^3
initial acid h0 = 0.00010 per angstrom^3
quencher q0 = 0.00002 per angstrom^3
trapping rate b = 0.0050 1/s
proton return probability p = 0.995
neutralization constant kq = 3000 angstrom^3/s
bake time = 60 s
PROTON CHANGE PER CLEAVAGE
isobutene formation: +0 protons
capture by water: +0 protons
capture by chloride: -1 protons
RATES
attempt rate T/(2 pi) = 7.979e+12 1/s
cleavage rate per acid a = 0.5515 1/s
cleavage constant k = 183.8 angstrom^3/s
largest proton share in intermediates = 0.100 %
groups left, elementary mechanism = 0.3321
groups left, reduced rate law = 0.3319
ONE ACID AT CONSTANT GROUP DENSITY
barrier 1.00 eV, p 0.995: a = 0.55148 1/s
  mean cleavages: formula 71.091, sampled 70.822, within bake 26.456
barrier 1.10 eV, p 0.995: a = 0.02664 1/s
  mean cleavages: formula 5.189, sampled 5.177, within bake 1.376
barrier 1.20 eV, p 0.995: a = 0.00129 1/s
  mean cleavages: formula 0.257, sampled 0.258, within bake 0.067
barrier 1.00 eV, p 0.000: a = 0.55148 1/s
  mean cleavages: formula 0.991, sampled 0.991, within bake 0.991
chance of at least 10 cleavages (1.00 eV, p 0.995) = 0.873
MANY ACIDS WITH DEPLETION AND QUENCHER
groups per initial acid m0/h0 = 30.0
acid exposure after bake = 0.003954 s/angstrom^3
deprotected fraction after bake = 51.65 %
cleavages per initial acid after bake = 15.50
same, whole-molecule runs = 15.51 +/- 0.03
same, without any acid loss = 20.04
cleavages per acid after all acid is lost = 27.38
FATE OF INITIAL ACID AFTER BAKE
live = 52.48 %
trapped = 19.77 %
not returned by cleavage = 7.75 %
neutralized = 20.00 %
ONE-FOR-ONE ASSUMPTION (p = 0)
cleavages per acid, same other losses = 0.912
cleavages per acid, no other losses = 1.000
largest possible deprotected fraction = 3.33 %
```
